# Why tungsten hexafluoride is octahedral and hexamethyltungsten is a distorted prism

Six ligands that only donate sigma electrons to an empty d shell can prefer a distorted trigonal prism to the octahedron by 1.72 eV, even though their mutual repulsion favours the octahedron. In the model below this happens at a metal–ligand gap of 4 eV. With the same repulsion and sigma coupling, but with pi donation and a gap of 8 eV, the regular prism lies 0.15 eV above the octahedron. The first case is a simplified picture of hexamethyltungsten, the second of tungsten hexafluoride; the energies are not predictions for these molecules. The model gives both cases the same repulsion, so the difference between its two results comes from the gap and the pi donation. In the real molecules the repulsion may differ as well.

## The model and its covalent energy

Both molecules are treated as formally d⁰ tungsten(VI). A methyl group offers one filled sigma orbital. A fluoride offers a filled sigma orbital and two filled pi orbitals, and its levels lie further below the metal d level.

The metal–ligand distance $R$ is fixed. All ligand orbitals have energy zero, the five d orbitals have energy $D$, and the couplings are $b_s$ (sigma) and $b_p$ (pi). The parameters are round numbers, not fits to the two molecules. Metal s and p orbitals, ligand–ligand overlap, bond-length changes, methyl orientation and spin–orbit coupling are left out.

Let $V$ be the matrix coupling the d orbitals to the ligand orbitals, and let $w_k$ be the five eigenvalues of $K=VV^T$. A suitable choice of orbitals on each side pairs every d orbital with at most one ligand combination, through a coupling $\sqrt{w_k}$. Each pair has the energies

$$
\varepsilon_\pm=\frac{D\pm\sqrt{D^2+4w_k}}{2}.
$$

Two electrons fill each lower level. Unpaired ligand combinations stay at zero. Hence

$$
E_{\rm cov}=2\sum_k\varepsilon_-=-\sum_k g(w_k),\qquad g(w)=\sqrt{D^2+4w}-D .
$$

## Why covalency dislikes the octahedron

A ligand in direction $\mathbf n$ has sigma coupling $b_s$ to the one d orbital that points along $\mathbf n$, and each of its pi orbitals has coupling $b_p$ to one d orbital of matching shape. Summing the squares gives, in every geometry,

$$
\sum_k w_k=6(b_s^2+2b_p^2).
$$

Geometry changes how this total is shared, not its size. The slope $g'(w)=2/\sqrt{D^2+4w}$ falls as $w$ grows, so $g$ is concave and equal sharing gives the lowest covalent energy:

$$
E_{\rm cov}\ge -5\,g\!\left(\tfrac15\sum_k w_k\right).
$$

In the octahedron, $d_{z^2}$ receives $b_s^2$ from each of two axial ligands and $b_s^2/4$ from each of four equatorial ones. Its partner in the $e_g$ pair has the same total by symmetry. Each $t_{2g}$ orbital meets four pi orbitals. Therefore

$$
w_e=3b_s^2,\qquad w_t=4b_p^2 .
$$

Without pi donation, two d orbitals do all the bonding and three do none. With $b_s=2.5$ eV and $D=4$ eV, $w_e=18.75$ eV² and

$$
E_{\rm cov}=-2\left(\sqrt{16+75}-4\right)=-11.08\ \text{eV}.
$$

Equal sharing would give $w_k=37.5/5=7.5$ eV² and $-5(\sqrt{46}-4)=-13.91$ eV. At most 2.83 eV can therefore be gained by leaving the octahedron.

For $b_p=1.5$ eV and $D=8$ eV, $w_t=9$ eV² and the octahedron has

$$
E_{\rm cov}=-2\left(\sqrt{64+75}-8\right)-3\left(\sqrt{64+36}-8\right)=-13.58\ \text{eV}.
$$

Equal sharing of the total, 64.5 eV², would give $-13.76$ eV. The possible gain has shrunk to 0.18 eV. If $4b_p^2=3b_s^2$, here at $b_p=2.17$ eV, the octahedron already shares equally and is itself a covalent minimum.

A pair rule appears when $D$ is large. Expanding the square root gives $g(w)=2w/D-2w^2/D^3+\dots$. The first term sums to a constant. For the second, $\sum_k w_k^2=\mathrm{tr}\,(V^TV)^2$. The d orbitals pointing at ligands $i$ and $j$ overlap by $P_2(\cos\gamma_{ij})$, where $P_2(x)=(3x^2-1)/2$ and $\gamma_{ij}$ is the angle between the ligands. For sigma ligands,

$$
E_{\rm cov}\simeq-\frac{12b_s^2}{D}+\frac{2b_s^4}{D^3}\sum_{i,j}P_2(\cos\gamma_{ij})^2 .
$$

The sum includes $i=j$ and counts each pair twice. Trans ligands compete fully for one d orbital, since $P_2(-1)=1$; cis ligands at 90° contribute only $1/4$. The octahedral sum is $6+6+24/4=18$, against 10.7 for a regular prism with polar angles of 50°. The expansion requires $4w<D^2$. It fails for the alkyl-like octahedron, where $4w_e/D^2=4.7$, so the numbers here use the full square root.

## The twist and second-order Jahn–Teller mixing

Rotate one triangular face of the octahedron by $+\omega$ and the opposite face by $-\omega$. At $\omega=30^\circ$ the faces are eclipsed and the complex is a trigonal prism. Inversion changes $\omega$ into $-\omega$, while d orbitals are even under inversion. Thus $K$ has no term linear in $\omega$. To order $\omega^2$, the energy needs only the weight $\delta$ transferred from the $e_g$ block to the $t_{2g}$ block:

$$
\Delta E_{\rm cov}=-\delta\,[g'(w_t)-g'(w_e)] .
$$

To find $\delta$, take the ligand on $z$. It moves through an angle $\alpha$ along $\mathbf e=(\mathbf x-\mathbf y)/\sqrt2$, and $\mathbf f=(\mathbf x+\mathbf y)/\sqrt2$ is the perpendicular direction. Represent d orbitals by symmetric traceless tensors of unit norm; diagonal tensors are $e_g$ and off-diagonal ones $t_{2g}$.

The sigma partner is $\sqrt{3/2}\,(\mathbf{nn}-\mathbf 1/3)$. Its linear change is

$$
\alpha\sqrt{\tfrac32}\,(\mathbf{ze}+\mathbf{ez})
=\sqrt3\,\alpha\,\frac{\mathbf{ze}+\mathbf{ez}}{\sqrt2}.
$$

This is a pure $t_{2g}$ tensor, so the ligand transfers $3\alpha^2b_s^2$ into $t_{2g}$.

The two pi partners start as $(\mathbf{ze}+\mathbf{ez})/\sqrt2$ and $(\mathbf{zf}+\mathbf{fz})/\sqrt2$, both $t_{2g}$. Their linear changes are

$$
2\alpha\,\frac{\mathbf{ee}-\mathbf{zz}}{\sqrt2}
\quad\text{and}\quad
\alpha\,\frac{\mathbf{ef}+\mathbf{fe}}{\sqrt2}.
$$

In the first, the diagonal part of $(\mathbf{ee}-\mathbf{zz})/\sqrt2$ has squared norm $(1/4+1/4+1)/2=3/4$, which gives $3\alpha^2$. In the second, $\mathbf{ef}+\mathbf{fe}=\mathbf{xx}-\mathbf{yy}$ is diagonal and gives $\alpha^2$. Pi donation therefore loses $4\alpha^2b_p^2$ from $t_{2g}$ per ligand.

The ligands sit at 54.7° to the twist axis, where $\sin^2\theta=2/3$, so $\alpha^2=2\omega^2/3$. For six ligands,

$$
\delta=6\cdot\tfrac23\,(3b_s^2-4b_p^2)\,\omega^2=4(w_e-w_t)\,\omega^2,
$$

$$
\Delta E_{\rm cov}=-4(w_e-w_t)\,[g'(w_t)-g'(w_e)]\,\omega^2 .
$$

The two factors always have the same sign because $g'$ decreases. In this model covalency never stiffens the octahedron against the twist. As long as $w_t<w_e$, pi donation helps the octahedron by weakening this destabilizing term. At large $D$, where $g'(w)\simeq2/D-4w/D^3$, the coefficient becomes $-16(w_e-w_t)^2/D^3$. Both a larger gap and a smaller difference between the two weights suppress the distortion.

For sigma ligands the link to second-order Jahn–Teller mixing is explicit. The odd twist couples the even, empty $t_{2g}$ orbitals to odd ligand combinations, the filled $t_{1u}$ set. Their summed squared coupling is $12b_s^2\omega^2$. With two electrons per orbital and an energy denominator $D$, the mixing gives $-24b_s^2\omega^2/D$. The remaining part, $+12b_s^2g'(w_e)\omega^2$, is lost $e_g$ bonding. In the alkyl-like case these coefficients are $-37.5$ and $+15.7$ eV/rad², with sum $-21.8$ eV/rad².

Pi donation with $w_t<w_e$ changes this balance in two ways. It lowers $g'(w_t)$, so sigma weight moved into $t_{2g}$ gains less energy. The twist also moves pi weight from $t_{2g}$ to $e_g$, where the same weight gives less bonding energy because $g'(w_e)<g'(w_t)$.

## What repulsion contributes

Take the ligand repulsion as $B\sum_{i<j}(R/r_{ij})^6$, a short-range form. Each term equals $B(2-2c)^{-3}$ with $c=\cos\gamma_{ij}$. Distances within a face do not change during the twist. Between faces,

$$
c=-\tfrac13+\tfrac23\cos\chi,
$$

where the azimuth differences $\chi$ are $60^\circ-2\omega$, $60^\circ+2\omega$ and $180^\circ-2\omega$, three pairs of each. The linear terms cancel between the first two groups and vanish in the third.

Write $u(\chi)=(2-2c)^{-3}$. Then

$$
u''=48(2-2c)^{-5}\left(\frac{dc}{d\chi}\right)^2+6(2-2c)^{-4}\frac{d^2c}{d\chi^2}.
$$

At 60°, $c=0$, $(dc/d\chi)^2=1/3$ and $d^2c/d\chi^2=-1/3$, so $u''=1/2-1/8=3/8$. At 180°, $c=-1$, the first derivative vanishes and the second is $2/3$, so $u''=1/64$. Hence

$$
\Delta E_{\rm rep}=\tfrac12(2\omega)^2\cdot3B\left(\tfrac38+\tfrac38+\tfrac1{64}\right)=\tfrac{147}{32}B\,\omega^2 .
$$

The octahedron resists the twist when

$$
\tfrac{147}{32}B>4(w_e-w_t)\,[g'(w_t)-g'(w_e)].
$$

With $B=0.7$ eV the left side is 3.2 eV/rad². To hold the alkyl-like octahedron against this motion, $B$ would have to exceed $21.8\times32/147\approx4.7$ eV, nearly seven times the chosen value.

## Separating the gap from pi donation

The fluoride-like case shows the arithmetic. Here $w_e-w_t=9.75$ eV², $g'(w_t)=2/\sqrt{100}=0.2000$ and $g'(w_e)=2/\sqrt{139}=0.16964$, both in eV⁻¹. The covalent coefficient is $-4\times9.75\times0.03036=-1.18$ eV/rad². Adding repulsion gives $+2.03$ eV/rad².

Two crossed cases change one ingredient at a time. The twist column includes repulsion. The last column is the best regular prism minus the octahedron.

| $D$ (eV) | $b_p$ (eV) | Twist (eV/rad²) | Prism − octahedron (eV) |
|---:|---:|---:|---:|
| 4 | 0 | −18.6 | −1.62 |
| 4 | 1.5 | +0.58 | +0.01 |
| 8 | 0 | −2.8 | −0.34 |
| 8 | 1.5 | +2.0 | +0.15 |

Doubling the gap without pi donation greatly weakens the instability but does not remove it. Adding pi donation at the small gap makes the octahedron resist the twist, but leaves the two shapes within 0.01 eV, a difference too small for this model to decide. Together the two changes place the octahedron 0.15 eV below the prism, but only with the help of repulsion: without it, the regular prism would be 0.13 eV lower. The order also depends on the sigma coupling, and raising $b_s$ from 2.5 to 3 eV would reverse it. The pi coupling needed for resistance to the twist is 1.43 eV at the small gap and 0.99 eV at the large one.

These thresholds concern small twists. A positive coefficient does not exclude a lower structure far away. For the fluoride-like parameters, an unrestricted search over ligand directions from several starting points found nothing below the octahedron.

## Why the prism distorts further

In the alkyl-like case the best regular prism has polar angles of 51°. Its symmetry is $D_{3h}$. Now open one triangular face by increasing its polar angle by $\eta$, and close the other by decreasing its angle by $\eta$. This $a_2''$ motion leads to $C_{3v}$ symmetry.

Reversing $\eta$ exchanges the faces, so the energy has no linear term. Expand the orbital Hamiltonian as $H_0+\eta H_1+\eta^2H_2/2$. With two electrons in each filled orbital $i$, and with empty orbitals $a$, the covalent coefficient of $\eta^2$ is

$$
\sum_i\langle i|H_2|i\rangle+2\sum_{i,a}\frac{|\langle a|H_1|i\rangle|^2}{\varepsilon_i-\varepsilon_a}.
$$

The filled combination of upper minus lower ligand orbitals has $a_2''$ symmetry and is nonbonding in the regular prism. The distortion couples it to $d_{z^2}$. Since $dP_2(\cos\theta)/d\theta=-\tfrac32\sin2\theta$, and six ligands contribute with amplitude $1/\sqrt6$ each, the coupling per radian has magnitude

$$
\sqrt6\,b_s\cdot\tfrac32\sin2\theta\approx9.0\ \text{eV/rad}.
$$

In the regular prism $d_{z^2}$ has the weight $w=6b_s^2P_2(\cos\theta)^2\approx0.34$ eV² (at the unrounded angle, 50.95°). The empty orbital therefore lies at $\varepsilon_+\approx4.08$ eV, and its $d_{z^2}$ share is $1/(1+w/\varepsilon_+^2)\approx98\%$. Its contribution is therefore about $-2\times9.0^2\times0.98/4.08\approx-39$ eV/rad².

The complete balance, in eV/rad², is:

- direct change in bonding: $+27.0$;
- mixing of ligand $a_2''$ with $d_{z^2}$: $-38.8$;
- mixing between $e'$ and $e''$ orbitals: $-7.9$;
- ligand repulsion: $+12.2$.

The total, from unrounded values, is $-7.4$ eV/rad², so the regular prism is unstable. The $d_{z^2}$ channel is the largest, but without the $e'$–$e''$ mixing the total would be $+0.5$ eV/rad². Both are needed at these parameters.

The resulting $C_{3v}$ prism has ligand–metal–ligand angles of 100° in the open face and 75° in the closed face. Relative to the regular prism it gains 0.43 eV of covalent energy and pays 0.33 eV in repulsion, a net gain of 0.09 eV from unrounded values. Its d weights are 1.9, 5.8, 5.8, 12.0 and 12.0 eV², much more evenly spread than the octahedral set of two 18.75s and three zeros. An unrestricted search returned this structure, and the best pentagonal pyramid lies 0.16 eV higher. At the large gap without pi donation, the search within the $C_{3v}$ family returned the regular prism: an unstable octahedron does not imply a distorted prism.

## Using the result

For a d⁰ complex with six equal ligands, ask first whether the ligands have filled pi orbitals that can reach the metal $t_{2g}$ set, and then how large the metal–ligand gap is. In this model, weak pi donation and a small gap are the warning signs for a prism. Stronger pi donation helps the octahedron only up to $w_t=w_e$; beyond that point it weakens the resistance to the twist again. Repulsion favours the octahedron in both cases here, so its direction does not tell them apart, but its strength can decide the shape. The fluoride-like order reverses below $B\approx0.3$ eV, the large-gap case without pi donation turns octahedral above $B\approx1.6$ eV, and the alkyl-like regular prism becomes stable against the $C_{3v}$ distortion above $B\approx1.1$ eV. Only the alkyl-like preference for a prism over the octahedron is robust, up to $B\approx5$ eV.

In a structure optimization, do not rely on a start with full octahedral symmetry. The force along the twist vanishes there even when the octahedron is unstable. Start also from a twisted structure and from a prism with unequal faces, then check the vibrational curvatures at each stationary point. Starting from a regular prism can hide the second distortion in the same way.

The energies above are for an empty d shell, but one or two d electrons need not remove the preference for the prism. In the alkyl-like regular prism they would enter the level at 4.08 eV, against 4 eV in the octahedron, which costs the prism less than 0.2 eV. The second distortion does not survive: the lowest empty level of the $C_{3v}$ prism lies at about 4.4 eV, and with one or two d electrons the best prism of the $C_{3v}$ family is the regular one. If both levels of every metal–ligand pair are filled, their energies sum to $D$ whatever the coupling, and the covalent preference disappears. The neglected metal p orbitals matter as well, and not only for the size of the energies: they can bond with the $t_{1u}$ and $a_2''$ ligand combinations that are nonbonding here, which lowers those filled levels and widens the gaps for mixing. Adding a p level at 10 eV with a sigma coupling of 2 eV to the alkyl-like case leaves the regular prism 1.07 eV below the octahedron but removes the $C_{3v}$ distortion, so that distortion depends here on weak p bonding. Energy differences for the real molecules therefore need an electronic-structure calculation with relaxed bond lengths. The numerical output below gives the values for the model.

## Computed results

```
sigma coupling: 2.50 eV; pi coupling when on: 1.50 eV
small and large gaps: 4.0, 8.0 eV
repulsion strength B: 0.70 eV
octahedron we: 18.750 eV^2; wt with pi: 9.000 eV^2
pi coupling for equal we and wt: 2.1651 eV
P2^2 sum, octahedron: 18.0000
P2^2 sum, 50-degree regular prism: 10.7317
repulsion twist coefficient: 3.2156 eV/rad^2
t1u-t2g mixing part, small gap, no pi: -37.5000 eV/rad^2
lost e_g bonding part: 15.7242 eV/rad^2
small gap, no pi: covalent twist -21.7757, total -18.5601 eV/rad^2
small gap, no pi: regular prism - octahedron -1.6226 eV
small gap, no pi: best C3v-family prism - octahedron -1.7170 eV
small gap, pi: covalent twist -2.6400, total 0.5756 eV/rad^2
small gap, pi: regular prism - octahedron 0.0076 eV
small gap, pi: best C3v-family prism - octahedron 0.0076 eV
large gap, no pi: covalent twist -6.0272, total -2.8115 eV/rad^2
large gap, no pi: regular prism - octahedron -0.3398 eV
large gap, no pi: best C3v-family prism - octahedron -0.3398 eV
large gap, pi: covalent twist -1.1841, total 2.0315 eV/rad^2
large gap, pi: regular prism - octahedron 0.1455 eV
large gap, pi: best C3v-family prism - octahedron 0.1455 eV
critical pi coupling, small gap: 1.4338 eV
critical pi coupling, large gap: 0.9928 eV
alkyl-like octahedron: covalent -11.0788, repulsion 1.0828 eV
alkyl-like regular prism: covalent -12.9597, repulsion 1.3411 eV
alkyl-like C3v prism: covalent -13.3874, repulsion 1.6744 eV
regular prism polar angle: 50.95 degrees
C3v polar angles: 62.42, 44.37 degrees
C3v face L-M-L angles: 100.28, 74.54 degrees
C3v - regular prism: -0.0944 eV
C3v d weights: [ 1.93   5.819  5.819 11.966 11.966] eV^2
a2'' distortion, direct bonding change: 27.0320 eV/rad^2
a2'' distortion, ligand a2''-dz2 mixing: -38.7763 eV/rad^2
a2'' distortion, e'-e'' mixing: -7.8792 eV/rad^2
a2'' distortion, repulsion: 12.2027 eV/rad^2
a2'' distortion, total: -7.4206 eV/rad^2
pentagonal pyramid - C3v prism: 0.1609 eV
alkyl-like full search - C3v prism: 0.000000 eV
alkyl-like full-search angles (degrees):
73.2 73.2 73.2 74.5 74.5 74.5 100.3 100.3 100.3 129.9 129.9 129.9 129.9 129.9 129.9
fluoride-like full search - octahedron: 0.000000 eV
fluoride-like full-search angles (degrees):
90.0 90.0 90.0 90.0 90.0 90.0 90.0 90.0 90.0 90.0 90.0 90.0 180.0 180.0 180.0
repulsion-only search - octahedron: 0.000000 eV
```
